# Two delta wells: Lambert solution, level splitting and lost odd state: a program that tests the result

```python
# Double delta well in one dimension, Hartree atomic units:
#   H = -(1/2) d^2/dx^2 - g [delta(x + R/2) + delta(x - R/2)],  g = 1 by default.
# Result under test: bound states have E = -kappa^2/2 with
#   kappa = 1 + s exp(-kappa R),  s = +1 (even), s = -1 (odd),
#   kappa = 1 + W0(s R exp(-R))/R,  W0 = principal branch of Lambert's function.
# The odd state exists only for R > 1. At large R the splitting is
#   E_odd - E_even = 2 exp(-R) + (3 R^2 - 2 R) exp(-3R) + ...
# R = distance between wells, kappa = decay constant, g = well strength.
import numpy as np
import mpmath as mp
from scipy.constants import physical_constants
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import lambertw


def kappa_lambert(R, s, branch=0):
    return 1.0 + lambertw(s * R * np.exp(-R), branch).real / R


def kappa_root(R, s):
    """Positive root of the matching condition by bracketing."""
    low, high = (1.0, 2.0) if s > 0 else ((R - 1.0) / R**2, 1.0)
    return brentq(lambda k: k - 1.0 - s * np.exp(-k * R), low, high,
                  xtol=1e-15, rtol=1e-14)


def grid_hamiltonian(R, step, half_box=40.0, flat_walls=False, g=1.0):
    """Finite-difference H; a delta function is 1/step at one node."""
    n = round(half_box / step)
    shift = round(R / (2 * step))
    assert abs(2 * shift * step - R) < 1e-12  # wells must sit on nodes
    diagonal = np.full(2 * n + 1, 1.0 / step**2)
    off = np.full(2 * n, -0.5 / step**2)
    diagonal[[n - shift, n + shift]] -= g / step
    if flat_walls:  # zero slope: end nodes carry half the weight
        off[[0, -1]] *= np.sqrt(2.0)
    return step * np.arange(-n, n + 1), diagonal, off


def grid_levels(R, step, **options):
    _, diagonal, off = grid_hamiltonian(R, step, **options)
    return eigh_tridiagonal(diagonal, off, eigvals_only=True,
                            select='i', select_range=(0, 1))


def extrapolated_levels(R, **options):
    """Remove the error proportional to step^2."""
    coarse = grid_levels(R, 0.025, **options)
    fine = grid_levels(R, 0.0125, **options)
    return (4.0 * fine - coarse) / 3.0


# Energies: grid Hamiltonian and bracketed roots against Lambert's function
largest_error = 0.0
for R in (0.5, 1.2, 1.5, 2.0, 4.0):
    levels = extrapolated_levels(R)
    for index, s in enumerate((1, -1)):
        if s < 0 and R <= 1.0:
            assert levels[1] > 0.0
            continue
        kappa = kappa_lambert(R, s)
        assert abs(kappa - kappa_root(R, s)) < 1e-11
        error = abs(levels[index] + kappa**2 / 2)
        largest_error = max(largest_error, error)
        assert error < 1e-6

# Wave functions: grid eigenvectors against sums of two exponentials
R0 = 2.0
x, diagonal, off = grid_hamiltonian(R0, 0.0125)
_, vectors = eigh_tridiagonal(diagonal, off, select='i', select_range=(0, 1))
overlaps = []
for index, s in enumerate((1, -1)):
    k = kappa_lambert(R0, s)
    psi = np.exp(-k * abs(x + R0 / 2)) + s * np.exp(-k * abs(x - R0 / 2))
    psi /= np.linalg.norm(psi)
    overlaps.append(abs(psi @ vectors[:, index]))
    assert 1.0 - overlaps[-1] < 1e-6

# Loss of the odd state: flat walls can only lower levels, hard walls raise them
flat_below = grid_levels(0.95, 0.025, flat_walls=True)[1]
flat_at = grid_levels(1.0, 0.025, flat_walls=True)[1]
hard_above = grid_levels(1.05, 0.025)[1]
assert flat_below > 1e-6
assert abs(flat_at) < 1e-8
assert hard_above < -1e-6

# Branches of Lambert's function on both sides of R = 1
false_root_short = kappa_lambert(0.5, -1, 0)
growing_short = kappa_lambert(0.5, -1, -1)
false_root_long = kappa_lambert(2.0, -1, -1)
assert abs(false_root_short) < 1e-12 and abs(false_root_long) < 1e-12
assert growing_short < 0.0
assert abs(growing_short - 1.0 + np.exp(-growing_short * 0.5)) < 1e-11

# Threshold law kappa_odd = 2 (R - 1); next term is of relative order R - 1
excess = 1e-4
threshold_slope = kappa_root(1.0 + excess, -1) / excess
assert abs(threshold_slope - 2.0) < 1e-3

# Large-R series, from high-precision iteration of the matching condition
mp.mp.dps = 100
R_far = mp.mpf(40)
e = mp.exp(-R_far)
energy_far = {}
for s in (1, -1):
    k = mp.mpf(1)
    for _ in range(12):
        k = 1 + s * mp.exp(-k * R_far)
    energy_far[s] = -k**2 / 2
    kappa_coefficient = (k - 1 - s * e + R_far * e**2) / e**3
    assert abs(kappa_coefficient / (s * 1.5 * R_far**2) - 1) < 1e-10
    rest = energy_far[s] + mp.mpf(1) / 2 + s * e - (R_far - 0.5) * e**2
    expected = -s * (1.5 * R_far**2 - R_far)
    assert abs(rest / e**3 / expected - 1) < 1e-10
gap_coefficient = (energy_far[-1] - energy_far[1] - 2 * e) / e**3
assert abs(gap_coefficient / (3 * R_far**2 - 2 * R_far) - 1) < 1e-10

# Coalescing wells and scaling with the strength g
kappa_close = kappa_lambert(1e-6, 1)
assert abs(kappa_close - 2.0) < 3e-6
scaled = extrapolated_levels(1.0, g=2.0)
for index, s in enumerate((1, -1)):
    assert abs(scaled[index] + 4.0 * kappa_lambert(2.0, s)**2 / 2) < 5e-6

# Worked example
hartree_eV = physical_constants['Hartree energy in eV'][0]
k_even, k_odd = kappa_lambert(R0, 1), kappa_lambert(R0, -1)
E_even, E_odd = -k_even**2 / 2, -k_odd**2 / 2
gap = E_odd - E_even
one_term = 2 * np.exp(-R0)
two_terms = one_term + (3 * R0**2 - 2 * R0) * np.exp(-3 * R0)
grid_even, grid_odd = extrapolated_levels(R0)
print(f"Example: well distance R = {R0:.1f} bohr, strength g = 1 hartree bohr")
print(f"Lambert argument R exp(-R), R in bohr: {R0 * np.exp(-R0):.6f}")
print(f"W0(+R exp(-R)) = {lambertw(R0 * np.exp(-R0)).real:.6f}")
print(f"W0(-R exp(-R)) = {lambertw(-R0 * np.exp(-R0)).real:.6f}")
print(f"kappa even = {k_even:.6f} 1/bohr")
print(f"kappa odd  = {k_odd:.6f} 1/bohr")
print(f"E even = {E_even:.6f} hartree; from grid {grid_even:.6f} hartree")
print(f"E odd  = {E_odd:.6f} hartree; from grid {grid_odd:.6f} hartree")
print(f"Splitting from Lambert = {gap:.6f} hartree = {gap * hartree_eV:.4f} eV")
print(f"One-term estimate 2 exp(-R) = {one_term:.6f} hartree")
print(f"Two-term estimate = {two_terms:.6f} hartree")
print(f"One-term error = {100 * (one_term / gap - 1):.2f} percent")
print(f"Two-term error = {100 * (two_terms / gap - 1):.2f} percent")
print(f"1 - overlap with grid state, even: {1 - overlaps[0]:.1e}")
print(f"1 - overlap with grid state, odd:  {1 - overlaps[1]:.1e}")
print("Table: R in bohr, kappa in 1/bohr, energies in hartree")
print("R    k_even    k_odd     E_even     E_odd      gap        2exp(-R)   gap/2exp(-R)")
for R in (0.5, 1.0, 1.2, 1.5, 2.0, 4.0, 6.0, 8.0):
    kp = kappa_lambert(R, 1)
    if R <= 1.0:
        print(f"{R:.1f}  {kp:.6f}  no odd bound state; E_even = {-kp**2 / 2:.6f}")
        continue
    km = kappa_lambert(R, -1)
    difference = (kp**2 - km**2) / 2
    lead = 2 * np.exp(-R)
    print(f"{R:.1f}  {kp:.6f}  {km:.6f}  {-kp**2 / 2:.6f}  {-km**2 / 2:.6f}  "
          f"{difference:.7f}  {lead:.7f}  {difference / lead:.6f}")
print("Second level in a box of half-width 40 bohr (grid step 0.025 bohr):")
print(f"R = 0.95 bohr, zero-slope walls: {flat_below:.3e} hartree")
print(f"R = 1.00 bohr, zero-slope walls: {flat_at:.1e} hartree (zero to rounding)")
print(f"R = 1.05 bohr, hard walls: {hard_above:.3e} hartree")
print(f"R = 0.5 bohr, odd equation, W0 branch: |kappa| = {abs(false_root_short):.1e} 1/bohr")
print(f"R = 0.5 bohr, odd equation, W-1 branch: kappa = {growing_short:.6f} 1/bohr")
print(f"R = 2.0 bohr, odd equation, W-1 branch: |kappa| = {abs(false_root_long):.1e} 1/bohr")
print(f"kappa_odd/(R-1) at R - 1 = {excess:.0e} bohr: {threshold_slope:.5f} 1/bohr^2")
print(f"kappa_even at R = 1e-6 bohr: {kappa_close:.6f} 1/bohr")
print(f"Largest grid-Lambert energy difference: {largest_error:.1e} hartree")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Example: well distance R = 2.0 bohr, strength g = 1 hartree bohr
Lambert argument R exp(-R), R in bohr: 0.270671
W0(+R exp(-R)) = 0.217715
W0(-R exp(-R)) = -0.406376
kappa even = 1.108858 1/bohr
kappa odd  = 0.796812 1/bohr
E even = -0.614783 hartree; from grid -0.614783 hartree
E odd  = -0.317455 hartree; from grid -0.317455 hartree
Splitting from Lambert = 0.297328 hartree = 8.0907 eV
One-term estimate 2 exp(-R) = 0.270671 hartree
Two-term estimate = 0.290501 hartree
One-term error = -8.97 percent
Two-term error = -2.30 percent
1 - overlap with grid state, even: 5.5e-11
1 - overlap with grid state, odd:  8.1e-11
Table: R in bohr, kappa in 1/bohr, energies in hartree
R    k_even    k_odd     E_even     E_odd      gap        2exp(-R)   gap/2exp(-R)
0.5  1.477670  no odd bound state; E_even = -1.091754
1.0  1.278465  no odd bound state; E_even = -0.817236
1.2  1.228862  0.313698  -0.755051  -0.049203  0.7058480  0.6023884  1.171749
1.5  1.172309  0.582812  -0.687155  -0.169835  0.5173199  0.4462603  1.159233
2.0  1.108858  0.796812  -0.614783  -0.317455  0.2973278  0.2706706  1.098486
4.0  1.017104  0.980173  -0.517251  -0.480369  0.0368816  0.0366313  1.006832
6.0  1.002443  0.997484  -0.502446  -0.497487  0.0049590  0.0049575  1.000295
8.0  1.000335  0.999664  -0.500335  -0.499664  0.0006709  0.0006709  1.000010
Second level in a box of half-width 40 bohr (grid step 0.025 bohr):
R = 0.95 bohr, zero-slope walls: 5.189e-04 hartree
R = 1.00 bohr, zero-slope walls: -1.7e-13 hartree (zero to rounding)
R = 1.05 bohr, hard walls: -4.379e-03 hartree
R = 0.5 bohr, odd equation, W0 branch: |kappa| = 2.2e-16 1/bohr
R = 0.5 bohr, odd equation, W-1 branch: kappa = -2.512862 1/bohr
R = 2.0 bohr, odd equation, W-1 branch: |kappa| = 1.1e-16 1/bohr
kappa_odd/(R-1) at R - 1 = 1e-04 bohr: 1.99973 1/bohr^2
kappa_even at R = 1e-6 bohr: 1.999998 1/bohr
Largest grid-Lambert energy difference: 3.7e-08 hartree
ALL CHECKS PASSED
```
